# Three routes to the one-electron integral I(nl) and their grid errors

## Problem

For an electron in the shell $nl$ of an atom with nuclear charge $Z$, define, in Hartree atomic units,

$$I(nl)=\int_0^\infty P\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr\right]P\,dr ,\qquad \int_0^\infty P^2dr=1 .$$

This integral contains both the kinetic energy and the attraction to the nucleus. The kinetic energy alone is $t=I+A$, with $A=Z\langle 1/r\rangle$.

(a) For a Hartree-Fock $1s^2$ atom, express $I$ by differentiation, from the radial equation, and from the virial ratio $V/T=-2$. Does the third route work for an atom with several shells?

(b) The radial equation is solved to self-consistency by Numerov's method on a grid uniform in $x=\ln r$. Find how the errors of the three values depend on the step $h$, and rank them.

(c) Evaluate the errors for helium.

(d) Does the ranking survive on a grid uniform in $r$?

The nucleus is a fixed point charge and the treatment is non-relativistic. "Error" means the difference from the converged Hartree-Fock value, so electron correlation plays no part.

## Solution

### (a) The three expressions

Two electrons of opposite spin share one orbital. They repel each other through

$$F^0=\int_0^\infty P^2\,\frac{Y}{r}\,dr,\qquad \frac{Y(r)}{r}=\int_0^\infty\frac{P(r')^2}{\max(r,r')}\,dr' ,$$

and there is no exchange between opposite spins. The energy is therefore $E=2I+F^0$.

**Differentiation.** The definition is used as it stands: $P''$ is formed numerically and the integral is summed.

**Radial equation.** Write $\hat h$ for the bracket in the definition of $I$. Under a change $\delta P$,

$$\delta I=2\int\delta P\,\hat hP\,dr,\qquad \delta F^0=4\int\delta P\,\frac Yr P\,dr .$$

The factor 4 arises because $P$ occurs four times in $F^0$, symmetrically. Making $E-2\varepsilon\int P^2dr$ stationary gives

$$\hat hP+\frac YrP=\varepsilon P .$$

Multiplying by $P$ and integrating gives $\varepsilon=I+F^0$, so

$$I=\varepsilon-F^0 .$$

**Virial ratio.** Replace $P(r)$ by $\lambda^{1/2}P(\lambda r)$, which keeps the norm. The total kinetic energy $T=2t$ becomes $\lambda^2T$, and the total potential energy $V=-2A+F^0$ becomes $\lambda V$. Since $E$ is stationary at $\lambda=1$, $2T+V=0$. Inserting $t=I+A$,

$$4(I+A)-2A+F^0=0\quad\Rightarrow\quad I=-\frac A2-\frac{F^0}{4}.$$

**Several shells.** Scaling all orbitals together gives one equation, for the total kinetic energy. For doubly occupied $s$ shells, with Coulomb and exchange integrals $J_{ab}$ and $K_{ab}$,

$$E=2\sum_aI_a+\sum_{ab}(2J_{ab}-K_{ab}),\qquad \varepsilon_a=I_a+\sum_b(2J_{ab}-K_{ab}),$$

so $E=\sum_a(\varepsilon_a+I_a)$. With $T=2\sum_at_a=-E$,

$$\sum_at_a=-\frac12\sum_a(\varepsilon_a+I_a).$$

The terms need not agree one by one. A Hartree-Fock calculation for beryllium in 18 $s$-type Gaussians gives, in hartree:

| shell | $t_a$ | $-(\varepsilon_a+I_a)/2$ |
|---|---:|---:|
| $1s$ | 6.78534 | 6.33739 |
| $2s$ | 0.50113 | 0.94911 |
| sum | 7.28647 | 7.28650 |

The shells disagree by about 0.45 hartree in opposite directions, while the sums differ by only $3\times10^{-5}$ hartree. A small remainder is allowed because a finite Gaussian basis is not closed under scaling. The last digits are not converged in the basis: with 26 or 32 $s$-type Gaussians $t_{1s}$ becomes 6.78538, both sums become 7.28651, the other entries move by at most $1\times10^{-5}$ hartree, and the remainder falls below $10^{-6}$ hartree. The virial route thus yields an individual $I(nl)$ for a single-shell atom, but for several shells it supplies only a sum rule.

### (b) Errors on the logarithmic grid

**The transformed equation.** Put $P=r^{1/2}\varphi$. Let primes on $\varphi$ denote $d/dx$, and use $d/dr=r^{-1}d/dx$:

$$\frac{dP}{dr}=r^{-1/2}\left(\varphi'+\tfrac12\varphi\right),$$

$$\frac{d^2P}{dr^2}=r^{-3/2}\left(\varphi''+\tfrac12\varphi'-\tfrac12\varphi'-\tfrac14\varphi\right)=r^{-3/2}\left(\varphi''-\tfrac14\varphi\right).$$

For $l=0$, with $U=(Y-Z)/r$, the radial equation becomes

$$\varphi''=g\varphi,\qquad g=\tfrac14+2r^2(U-\varepsilon).$$

Since $dr=r\,dx$, the norm is $\int r^2\varphi^2dx=1$, and

$$I=\int\left(-\tfrac12\varphi\varphi''+\tfrac18\varphi^2\right)dx-A,\qquad A=Z\int r\varphi^2dx .$$

**The repulsion sum.** Let $\rho=r^2\varphi^2$. Then $Y(r_i)=\int\rho(x')\min(1,r_i/r')\,dx'$. The integrand has a kink at $x'=x_i$: its slope is $\rho'_i$ on the left and $\rho'_i-\rho_i$ on the right. On a smooth interval $[a,b]$ the Euler-Maclaurin formula reads

$$\int_a^bf\,dx=\text{trapezoidal sum}-\frac{h^2}{12}\left[f'(b)-f'(a)\right]+O(h^4).$$

The piece left of the kink contributes $-h^2\rho'_i/12$, and the piece on the right $+h^2(\rho'_i-\rho_i)/12$. Hence

$$Y_i=h\sum_j\rho_j\min\left(1,\frac{r_i}{r_j}\right)-\frac{h^2}{12}\rho_i+O(h^4).$$

The calculation uses this sum without the remainder. In $F^0=h\sum_i\rho_iY_i/r_i$ the factor connecting $\rho_i$ and $\rho_j$ is symmetric in $i$ and $j$.

**Numerov's derivative.** Let $\delta^2\varphi_i=\varphi_{i+1}-2\varphi_i+\varphi_{i-1}$. Taylor expansion gives

$$\delta^2\varphi=h^2\varphi''+\frac{h^4}{12}\varphi^{(4)}+\frac{h^6}{360}\varphi^{(6)}+\dots$$

Define $A_2=\delta^2/h^2$ and $B=1+\delta^2/12$. Applying the same expansion to $\varphi''$,

$$B\varphi''=\varphi''+\frac{h^2}{12}\varphi^{(4)}+\frac{h^4}{144}\varphi^{(6)}+\dots$$

Subtracting, and using $\frac1{360}-\frac1{144}=-\frac1{240}$,

$$A_2\varphi=B\varphi''-\frac{h^4}{240}\varphi^{(6)}+\dots$$

Numerov's method drops the last term and solves $A_2\varphi=B(g\varphi)$. Equivalently, it solves $D\varphi=g\varphi$ with

$$D=B^{-1}A_2=\frac{d^2}{dx^2}-\frac{h^4}{240}\frac{d^6}{dx^6}+\dots$$

**Error of the radial-equation route.** Multiply $D\varphi=g\varphi$ by $-\frac12\varphi$, rearrange and sum over the grid:

$$h\sum_i\left(-\tfrac12\varphi D\varphi+\tfrac18\varphi^2\right)_i-A+F^0=\varepsilon .$$

So $I_{\rm eq}=\varepsilon-F^0$ is what differentiation would give if the derivative were taken with $D$. Both $D$ and $Y$ deviate from their continuum forms at order $h^4$. For an isolated self-consistent solution that responds regularly to small changes, the orbital and $I_{\rm eq}$ then have errors of order $h^4$.

**Error of differentiation.** Suppose $\varphi''$ is formed with the three-point operator $A_2=BD$. Then

$$I_3-I_{\rm eq}=-\frac h2\sum_i\varphi_i\left[(B-1)D\varphi\right]_i=-\frac h{24}\sum_i\varphi_i\left[\delta^2D\varphi\right]_i .$$

To leading order $\delta^2D\varphi=h^2\varphi^{(4)}$. Two integrations by parts, with vanishing end terms, give

$$I_3-I_{\rm eq}=-\frac{h^2}{24}\int(\varphi'')^2dx+O(h^4).$$

The three-point formula underestimates the kinetic energy and spoils a fourth-order orbital with a second-order error.

The five-point formula is $(\delta^2-\delta^4/12)/h^2$. From the expansion above, $\delta^4=h^4d^4+h^6d^6/6+\dots$, where $d=d/dx$. The $d^4$ terms cancel, and the $d^6$ coefficient is $h^4(\frac1{360}-\frac1{72})=-h^4/90$. Relative to $D$ the coefficient is $-\frac1{90}+\frac1{240}=-\frac1{144}$. Therefore

$$I_5-I_{\rm eq}=\frac{h^4}{288}\int\varphi\varphi^{(6)}dx=-\frac{h^4}{288}\int(\varphi''')^2dx$$

to leading order, after three integrations by parts. This route has the same order as the radial equation, so their ranking depends on coefficients and must be found numerically.

**Error of the virial route.** One might expect an independent $h^4$ error here. To see what happens, apply the scaling argument to the discrete energy.

First, the discrete equation is the stationarity condition of the discrete energy. On a uniform grid $A_2$ and $B$ are symmetric and commute, so $D$ is symmetric, and the repulsion sum is symmetric as noted.

Second, the scaled orbital $\lambda^{1/2}P(\lambda r)$ corresponds to

$$\varphi_\lambda(x)=\lambda\,\varphi(x+\ln\lambda),$$

a shift in $x$ and a factor $\lambda$. Take the grid as unbounded, and assume that the discrete solution samples a smooth function with decaying derivatives, bounded as $h\to0$. Then:

- $D$ commutes with shifts, so the kinetic sum becomes $\lambda^2$ times the same sum at shifted points.
- In the nuclear sum, $r_i\lambda^2\varphi^2=\lambda\,(\lambda r_i)\varphi^2$, which leaves one factor $\lambda$.
- In $F^0$ the ratios $r_i/r_j$ are unchanged and $1/r_i=\lambda/(\lambda r_i)$, which again leaves one factor $\lambda$. For each fixed $j-i$ the sum over $i$ has a smooth summand, so the kink does no harm.
- The norm becomes the sum of $\rho$ at shifted points.

Third, such sums hardly notice the shift. By Poisson summation, with $\hat f(k)=\int f(x)e^{-ikx}dx$,

$$h\sum_if(x_i+s)=\sum_m\hat f\left(\frac{2\pi m}h\right)e^{2\pi im(x_0+s)/h}.$$

Only $m\ne0$ depends on $s$. Integrating by parts $n$ times gives $|\hat f(k)|\le|k|^{-n}\int|f^{(n)}|dx$ for every $n$, so these terms vanish faster than any power of $h$. Their derivatives with respect to $s$, which the stationarity condition involves, carry one extra factor $2\pi m/h$ and vanish in the same way.

The discrete energy therefore scales as $\lambda^2T+\lambda V$ up to such terms, and its stationary point obeys $2T+V=0$ to the same accuracy. Since

$$2T+V=4I_{\rm eq}+2A+F^0=4(I_{\rm eq}-I_{\rm vir}),$$

the two routes share one $h^4$ error. Once the step is small enough for the shift-dependent terms to be negligible, a virial ratio of $-2$, with $T$ taken from the radial equation, does not reveal the shared $h^4$ error on this grid. This needs the symmetric repulsion sum as well as the grid. If $Y$ is built from two successive integrations with different fourth-order rules, the sum is not symmetric, the discrete equation is no longer a stationarity condition, and the two routes differ at order $h^4$.

For helium the ranking from largest to smallest error is three-point differentiation, five-point differentiation, then the radial equation and the virial route together. The place of the five-point formula rests on the numbers in (c).

The ranking presumes a converged orbital. An unfinished iteration adds an error of first order in $\delta P$, because $I$ by itself is not stationary.

### (c) Helium

The reference comes from a separate calculation by Chebyshev collocation in $r$. It gives

$$I(1s)=-1.943724433\ \text{hartree}=-52.8914\ \text{eV},$$

and there the three routes agree within $5\times10^{-12}$ hartree. These digits measure the numerical solution of the Hartree-Fock model, not its closeness to the real atom.

At $h=1/16$ the logarithmic grid gives $\varepsilon=-0.917955546$, $F^0=1.025769090$ and $A=3.374564726$ hartree. Hence

$$I_{\rm eq}=-0.917955546-1.025769090=-1.94372464,$$

$$I_{\rm vir}=-1.687282363-0.256442273=-1.94372464\ \text{hartree}.$$

The errors relative to the reference, in hartree, are:

| $h$ | three-point | five-point | equation | virial |
|---|---:|---:|---:|---:|
| 1/4 | $-3.77\times10^{-3}$ | $-9.80\times10^{-5}$ | $-5.25\times10^{-5}$ | $-5.25\times10^{-5}$ |
| 1/8 | $-9.41\times10^{-4}$ | $-6.19\times10^{-6}$ | $-3.25\times10^{-6}$ | $-3.25\times10^{-6}$ |
| 1/16 | $-2.35\times10^{-4}$ | $-3.88\times10^{-7}$ | $-2.03\times10^{-7}$ | $-2.03\times10^{-7}$ |

Between the last two rows the observed orders are 2.000, 3.996, 4.003 and 4.003. The five-point error is about 1.9 times that of the radial equation.

The predicted differences can be checked at $h=1/16$, where $\int(\varphi'')^2dx=1.44497$ and first differences of $\varphi''$ give the estimate 3.50797 for $\int(\varphi''')^2dx$:

$$-\frac{1.44497}{24\times256}=-2.352\times10^{-4},\qquad -\frac{3.50797}{288\times65536}=-1.859\times10^{-7}\ \text{hartree}.$$

The directly computed differences $I_3-I_{\rm eq}$ and $I_5-I_{\rm eq}$ are $-2.350\times10^{-4}$ and $-1.856\times10^{-7}$ hartree.

The equation and virial values differ by about $5\times10^{-13}$ hartree at all three steps. This is a floor set by the inner end of the grid, here $x=-30$: at $h=1/4$ the difference is $6\times10^{-11}$ hartree for an end at $x=-25$ and below $10^{-13}$ hartree for $x=-40$. The rapid decay shows at coarser steps, where the difference is about $2\times10^{-6}$ hartree at $h=1/2$ and $5\times10^{-10}$ hartree at $h=1/3$.

If $T$ is instead formed from $I_3$, then

$$\frac VT+2\approx\frac{4(I_3-I_{\rm eq})}{2t}=\frac{2(-2.350\times10^{-4})}{1.43084}=-3.28\times10^{-4},$$

against the computed $-3.29\times10^{-4}$. This deviation exposes the mismatch between $A_2$ and $D$; it does not measure the error of the orbital.

The error of $I_{\rm eq}$ can be estimated by changing the step. If $I(h)=I+ch^4$, then $I(2h)-I(h)=15ch^4$. The radial-equation values at $1/8$ and $1/16$ give

$$ch^4\approx\frac{-1.943727681+1.943724635}{15}=-2.03\times10^{-7}\ \text{hartree},$$

in agreement with the error found from the reference.

### (d) A grid uniform in $r$

A solvable case tests whether the equation and virial routes still tie. It uses a three-point equation rather than Numerov's method: one electron, $l=0$, $r_j=jh$, with the three-point equation

$$-\frac{P_{j+1}-2P_j+P_{j-1}}{2h^2}-\frac{Z}{jh}P_j=\varepsilon P_j,\qquad P_0=0 .$$

Insert $P_j=jq^j$ and divide by $q^j$:

$$-\frac1{2h^2}\left[j\left(q+\frac1q-2\right)+q-\frac1q\right]-\frac Zh=\varepsilon j .$$

The terms without $j$ require $q-1/q=-2Zh$. The root with $0<q<1$ is $q=\sqrt{1+Z^2h^2}-Zh$, for which $1/q=\sqrt{1+Z^2h^2}+Zh$. The terms proportional to $j$ then give

$$\varepsilon=\frac{1-\sqrt{1+Z^2h^2}}{h^2}=-\frac{Z^2}2+\frac{Z^4h^2}8+\dots$$

This solution decays and has no node, so it is the ground state. Without repulsion $I_{\rm eq}=\varepsilon$. Differentiation with the same three-point formula returns this value identically, because it evaluates the left side of the equation being solved.

For the virial route, $Z$ enters the discrete Hamiltonian only through $-Z/r_j$. First-order perturbation theory therefore gives

$$\left\langle\frac1r\right\rangle=-\frac{d\varepsilon}{dZ}=\frac Z{\sqrt{1+Z^2h^2}},$$

$$I_{\rm vir}=-\frac Z2\left\langle\frac1r\right\rangle=-\frac{Z^2}2+\frac{Z^4h^2}4+\dots$$

The leading virial error is twice that of the radial equation. For $Z=2$ and $h=0.05$ bohr the leading terms are 0.0050 and 0.0100 hartree; diagonalization gives 0.004975 and 0.009926 hartree, a ratio of 1.995.

The tie between the equation and virial routes found in (b) does not survive: with $\langle1/r\rangle$ taken as the plain grid sum, the virial route is the worse of the two. That order depends on the quadrature. The values $jq^j$ sample $re^{-\zeta r}$ with $\zeta=-\ln q/h=Z-Z^3h^2/6+\dots$, and integrating this function exactly gives $\langle1/r\rangle=\zeta$ and a virial error $Z^4h^2/12$, two thirds of the equation error. In either case the two errors differ. The tie of differentiation with the radial equation is not an effect of the grid. It arises because the same three-point operator is used in both, and it would occur on the logarithmic grid as well. Numerov's method on a uniform grid is not examined here. Scaling $r$ turns a uniform grid into one with a different step instead of shifting it along itself, so the symmetry that protected the virial ratio is absent. With this three-point equation, a departure from $V/T=-2$ does signal discretization error.

The numerical check covers the helium errors, the beryllium sum rule and the uniform-grid formulas.

## Numbers as computed

```
Helium 1s^2 Hartree-Fock, reference (hartree)
I(1s) = -1.943724433 hartree = -52.89144 eV
largest disagreement of three routes = 4.8e-12 hartree
eps = -0.91795556, F0 = 1.02576887 hartree
A = Z<1/r> = 3.37456443, t = I + A = 1.43084000 hartree
E = 2I + F0 = -2.86168000 hartree
Log grid, h = 0.2500 (values and errors in hartree)
  eps = -0.917951018, F0 = 1.025825887, A = 3.374640867
  I three-point = -1.947492828, error -3.768e-03
  I five-point  = -1.943822471, error -9.804e-05
  I equation    = -1.943776905, error -5.247e-05
  I virial      = -1.943776905, error -5.247e-05
  |equation - virial| = 4.6e-13
  V/T + 2: equation T -6.4e-13, three-point T -5.21e-03
Log grid, h = 0.1250 (values and errors in hartree)
  eps = -0.917955285, F0 = 1.025772396, A = 3.374569164
  I three-point = -1.944665450, error -9.410e-04
  I five-point  = -1.943730626, error -6.193e-06
  I equation    = -1.943727681, error -3.248e-06
  I virial      = -1.943727681, error -3.248e-06
  |equation - virial| = 4.7e-13
  V/T + 2: equation T -6.5e-13, three-point T -1.31e-03
Log grid, h = 0.0625 (values and errors in hartree)
  eps = -0.917955546, F0 = 1.025769090, A = 3.374564726
  I three-point = -1.943959634, error -2.352e-04
  I five-point  = -1.943724821, error -3.881e-07
  I equation    = -1.943724635, error -2.025e-07
  I virial      = -1.943724635, error -2.025e-07
  |equation - virial| = 5.0e-13
  V/T + 2: equation T -6.9e-13, three-point T -3.29e-04
Observed orders, h = 1/8 to 1/16: three-point 2.000, five-point 3.996,
  equation 4.003, virial 4.003
Integrals at h = 1/16: (phi'')^2 1.44497, (phi''')^2 3.50797 a.u.
I3 - I_eq: found -2.3500e-04, predicted -2.3518e-04 hartree
I5 - I_eq: found -1.8560e-07, predicted -1.8586e-07 hartree
Uniform r grid, one electron, Z = 2, step 0.05 bohr
  error: equation 0.004975, virial 0.009926 hartree, ratio 1.9950
Beryllium, 18 s Gaussians, E = -14.572999 hartree
  1s: eps -4.73266, I -7.94211, t 6.78534, -(eps+I)/2 6.33739 hartree
  2s: eps -0.30927, I -1.58896, t 0.50113, -(eps+I)/2 0.94911 hartree
  sums: t 7.286466, -(eps+I)/2 7.286500 hartree
```
